Dispersion from Distant Density Fluctuations, and Why Semilocal Functionals Miss It, part 2

Two distant neutral atoms A and B attract because their density fluctuations are correlated. This part evaluates that attraction for hydrogen and compares it with semilocal functionals. Hartree atomic units are used, v(r,r′) = 1/|r − r′| is instantaneous, and c is the speed of light.

The nuclei are a distance R apart; r_A and r_B are distances from them. The isolated densities are n_A and n_B, and E_c is the correlation energy. At imaginary frequency iu, the isolated interacting atoms have density responses χ_A, χ_B and dipole polarizabilities α_A, α_B. Tr denotes integration over all spatial arguments.

**Theorem 1** assumes spherical, gapped fragments, negligible overlap and a Kohn-Sham state that separates into fragment states. As R → ∞,

E_c[n_A+n_B] − E_c[n_A] − E_c[n_B] = −C6/R⁶ + O(R⁻⁸),

C6 = (3/π) ∫₀^∞ α_A(iu) α_B(iu) du.

The left side, E_int, obeys the trace formula

E_int = −(1/2π) ∫₀^∞ Tr[χ_A v χ_B v] du + higher orders.  (6)

The multipole step keeps only the dipole coupling in (6). An equivalent form is the double sum over excited states, with excitation energies ω_m and ω_n:

E_int = −Σ_{m,n>0} |U_mn|²/(ω_m+ω_n).

Here U_mn is the Coulomb coupling of the transition densities. With δn̂ the density fluctuation operator, the fluctuation-dissipation theorem is

⟨δn̂(r)δn̂(r′)⟩ = −(1/π) ∫₀^∞ χ(r,r′;iu) du.  (1)

The true density differs from n_A + n_B only at order R⁻⁶ or beyond.

The numerical output also lists an oscillator model. Each fragment holds two isotropic oscillators of unit charge and mass, with bare frequencies 0.5 and 0.8 hartree on A, 0.6 and 0.9 hartree on B. Their internal coupling is w x₁·x₂, with w = 0.10 on A and 0.15 on B; the separation is 15 bohr. The dressed response includes w, the bare one does not. The coupling integral scales all couplings from 0 to 1 and subtracts the result without A-B coupling.

### C6 for two hydrogen atoms

Take two hydrogen atoms with parallel spins. An isolated atom is degenerate in spin, but the Coulomb interaction does not flip spins, and the pair state with both spins up is unique in its sector. The two filled orbitals separate into atomic ones, as the theorem requires. Each atom has ψ₀ = e^{−r}/√π and density e^{−2r}/π.

The static polarizability has a short derivation. Let H be the atomic Hamiltonian and E₀ its ground-state energy. For any function g,

(H − E₀)(gψ₀) = [−½∇²g + ∂g/∂r]ψ₀,

because ∇ψ₀ = −r̂ψ₀. Choose g = z(1+r/2). Then −½∇²g = −z/r and ∂g/∂r = z/r + z, so the bracket equals z. Second-order perturbation theory gives

α(0) = 2⟨z²(1+r/2)⟩ = 2[⟨z²⟩ + ⟨r³⟩/6] = 2[1 + 7.5/6] = 4.5 bohr³.

A Laguerre basis for the p states reproduces this value and gives α(iu) = 1.905 bohr³ at u = 0.5 hartree. It also reproduces ⟨z²⟩ = 1 bohr² from (1/π)∫₀^∞α(iu)du, which is the dipole form of the fluctuation-dissipation theorem. The Casimir-Polder integral is

C6 = 6.499 hartree bohr⁶ = 3.883 eV Å⁶.

The double sum over states agrees at these digits.

The multipole step can be examined separately by keeping the full Coulomb kernel in the trace formula. In a small Gaussian basis with s, p and d functions, −R⁶E_int is 6.82211 hartree bohr⁶ at 20 bohr and 6.58149 at 40 bohr. These digits belong to that basis and are not converged: a larger basis that also holds f and g functions gives 6.8327 and 6.5781, shifts of +0.011 and −0.003. If the remainder in the energy is −C8/R⁸, it adds C8/R² to −R⁶E_int and is removed by

(40²×6.58149 − 20²×6.82211)/(40² − 20²) = 6.5013 hartree bohr⁶.

This lies about 0.03 per cent above the Laguerre result, but the closeness is partly a cancellation. The small basis has its own C6 of 6.5031, 0.06 per cent too high, and the terms beyond R⁻⁸ that the extrapolation leaves behind lower the result. With the larger basis the same extrapolation gives 6.4933, 0.09 per cent below C6. The multipole step is thus confirmed at the level of about 0.1 per cent.

The instantaneous interaction limits the range from above. The first dipole excitation energy is 0.375 hartree, for which c/ω is about 365 bohr. The R⁻⁶ law requires R well below this length, and large enough for overlap and higher multipoles to be small.

### The semilocal bound

A semilocal energy has the form E_sl[n] = ∫e dr, where e at a point depends on n and its derivatives there. Define its interaction at the summed density by

Δ(R) = E_sl[n_A+n_B] − E_sl[n_A] − E_sl[n_B].

**Theorem 2.** Suppose n_A ≤ Ce^{−κr_A} and n_B ≤ Ce^{−κr_B}. Suppose also that, for some p with 1 ≤ p ≤ 2 and a constant K independent of R,

|e[n_A+n_B] − e[n_A]| ≤ K n_A^{p−1}n_B and |e[n_B]| ≤ K n_B^p

wherever n_B ≤ n_A, with the same statements for A and B exchanged elsewhere. Then |Δ(R)| is at most a polynomial in R times e^{−pκR/2}.

**Proof.** Where n_B ≤ n_A, the integrand of Δ is at most 2Kn_A^{p−1}n_B in magnitude, since n_B^p ≤ n_A^{p−1}n_B. Moreover,

n_A^{p−1}n_B = (n_An_B)^{p/2}(n_B/n_A)^{1−p/2} ≤ (n_An_B)^{p/2}.

The other region obeys the same bound, so

|Δ| ≤ 2KC^p ∫e^{−pκ(r_A+r_B)/2} dr.

Use spheroidal coordinates ξ = (r_A+r_B)/R and η = (r_A−r_B)/R, with ξ ≥ 1 and −1 ≤ η ≤ 1. After integration over the angle about the axis, the volume element is (πR³/4)(ξ²−η²)dξdη. With b = pκR/2, the η integral gives 2ξ² − 2/3. From

∫₁^∞ e^{−bξ}dξ = e^{−b}/b,

∫₁^∞ ξ²e^{−bξ}dξ = e^{−b}(1/b + 2/b² + 2/b³),

the bound becomes

|Δ| ≤ 2KC^p (πR³/4)e^{−b}[4/(3b) + 4/b² + 4/b³].  (7)

Its exponential is e^{−pκR/2}. ∎

Local exchange satisfies the condition with p = 4/3. For x ≥ y > 0, the mean-value theorem gives

(x+y)^{4/3} − x^{4/3} ≤ (4/3)(x+y)^{1/3}y ≤ (4/3)2^{1/3}x^{1/3}y.

PBE exchange multiplies n^{4/3} by a bounded factor F(s), where s is proportional to |∇n|/n^{4/3}. For exponential densities it also has p = 4/3. If n_B exceeds n_A/2, boundedness of F suffices. If n_B is smaller, the gradients cannot cancel, and s is at least a constant times n^{−1/3}. The derivative of F with respect to s² falls as s⁻⁴ at large s, which keeps the change of n^{4/3}F below a constant times n_A^{1/3}n_B. This argument covers exchange only; PBE correlation is not bounded here and enters below only through the tabulated exchange-correlation sum.

Theorem 2 does not say that the interaction is proportional to the overlap integral ∫n_An_B dr. That integral decays as e^{−κR} for equal exponential tails. Local exchange decays more slowly, as the next result shows.

### The leading law for a power of the density

**Proposition.** Let n_A = n₀e^{−κr_A}, n_B = n₀e^{−κr_B}, and 1 < p < 2. Put a = κR/2, b = pa, and

g(t) = (2cosh t)^p − 2cosh(pt),

G = ∫_{−∞}^∞ g dt,  G₂ = ∫_{−∞}^∞ t²g dt.

Then, up to relative corrections that are exponentially small in R,

∫[(n_A+n_B)^p − n_A^p − n_B^p]dr = n₀^p(πR³/4)(e^{−b}/ab)[G(1+2/b+2/b²) − G₂/a²].  (8)

**Proof.** Since κr_A = a(ξ+η) and κr_B = a(ξ−η),

n_A+n_B = 2n₀e^{−aξ}cosh(aη),

n_A^p+n_B^p = 2n₀^p e^{−bξ}cosh(bη).

The integrand is n₀^p e^{−bξ}g(aη). At large |t|, g approaches p e^{−(2−p)|t|}, so it is concentrated around the midplane η = 0. Set t = aη and extend its limits from ±a to ±∞. The omitted tails are of order e^{−(2−p)a}, apart from powers of a. This replaces ∫g(aη)dη by G/a and ∫η²g(aη)dη by G₂/a³. The two ξ integrals used in Theorem 2 then give (8). ∎

Apart from inverse powers of R in the bracket, the result is proportional to R e^{−pκR/2}. At p = 1 the function g vanishes, because a linear functional is additive. At p = 2 it equals 2, and the interaction is twice the overlap integral. Between these limits the midplane dominates once (2−p)κR/2 is large, a condition reached more slowly as p approaches 2: each density there is proportional to e^{−κR/2}, and its pth power gives the exponential.

Direct spatial integration at κ = 2 bohr⁻¹ and R = 40 bohr agrees with (8) within 3 parts in 10⁷ for p = 7/6, 4/3 and 5/3.

### Numbers for local exchange

With all spins parallel, local exchange has the energy density

e = −2^{1/3}(3/4)(3/π)^{1/3}n^{4/3} = −0.9305 n^{4/3}.

For hydrogen, κ = 2 bohr⁻¹ and n₀ = 1/π bohr⁻³. At R = 14 bohr, a = 14 and b = 18.667. With G = 2.64996 and G₂ = 16.3577, the bracket in (8) is

2.64996(1 + 0.10714 + 0.00574) − 0.08346 = 2.8656.

The other factors are n₀^{4/3} = 0.21734, πR³/4 = 2155.1 and e^{−b}/(ab) = 2.992×10⁻¹¹. Hence

Δ_x = −0.9305 × 0.21734 × 2155.1 × 2.992×10⁻¹¹ × 2.8656 = −3.737×10⁻⁸ hartree.

Direct integration of the functional gives the same four digits.

The following energies are in hartree. The last two columns are interactions at the summed atomic densities.

| R (bohr) | −C6/R⁶ | Local exchange | PBE xc |
|---|---|---|---|
| 6 | −1.39×10⁻⁴ | −7.11×10⁻⁴ | −3.75×10⁻⁴ |
| 8 | −2.48×10⁻⁵ | −6.54×10⁻⁵ | −5.79×10⁻⁵ |
| 10 | −6.50×10⁻⁶ | −5.62×10⁻⁶ | −7.60×10⁻⁶ |
| 12 | −2.18×10⁻⁶ | −4.65×10⁻⁷ | −7.55×10⁻⁷ |
| 14 | −8.63×10⁻⁷ | −3.74×10⁻⁸ | −6.51×10⁻⁸ |

Within the range of the table, local exchange and the dispersion term have equal size at 9.77 bohr. For PBE the order changes between 10 and 12 bohr. At 14 bohr the dispersion term is about 23 times the local-exchange value and 13 times the PBE value. These are components of the interaction, not binding curves: kinetic energy, electrostatics and density relaxation are absent from the table. The −C6/R⁶ column is also only the leading dispersion term, and higher multipoles are not small in this range. With C8 = 124.4 hartree bohr⁸ and C10 = 3286 hartree bohr¹⁰, the R⁻⁸ and R⁻¹⁰ terms are 53 and 39 per cent of it at 6 bohr, 19 and 5 per cent at 10 bohr, and 10 and 1 per cent at 14 bohr. Adding them moves the crossing with local exchange to about 9.36 bohr.

PBE gives a weaker attraction than local exchange at 6 and 8 bohr, and a stronger one at 10, 12 and 14 bohr. A plausible cause is the competition between two effects of F(s): it enhances exchange in the atomic tails, but much less around the midpoint between the nuclei, where the gradients of the two atoms cancel (elsewhere on the midplane only their components along the axis cancel). The calculation separates neither these contributions nor the correlation part included in the PBE column, so this explanation is a conjecture.

The slower decay relative to overlap is visible in the numbers. By (8) and the volume integral in (7), local exchange scales as Re^{−2κR/3} and the overlap as R²e^{−κR} at leading order. From 8 to 14 bohr their ratio should grow by

(8/14)e^{(κ/3)(14−8)} = (8/14)e⁴ = 31.2.

The computed growth is 32.8. Similarly, after division by R, the local-exchange energy has a mean decay rate of 1.3339 bohr⁻¹ between 40 and 60 bohr, against the limiting rate 2κ/3 = 1.3333. The inverse powers in the bracket of (8) account for the small excess.

### Electrostatics of the same pair

The claim that neutral spherical atoms have an exponentially small electrostatic interaction can be made explicit here. Gauss's law gives the potential of one hydrogen atom as

V(r) = e^{−2r}(1+1/r).

Indeed, −V′(r) = e^{−2r}(1+2r+2r²)/r², whose numerator is the net charge inside r. The second atom has a proton at distance R and the electron density n_B, so

E_es = V(R) − ∫n_B V(r_A)dr.

In spheroidal coordinates the part of the integral without 1/r_A is e^{−2R}(R²/6+R/4+1/8), from the bracket in (7) with b = 2R. For the other part, 1/r_A = 2/[R(ξ+η)] cancels one factor of ξ²−η², and the result is e^{−2R}(R/2+1/4). Therefore

E_es = e^{−2R}(1/R + 5/8 − 3R/4 − R²/6).

At 6 bohr this is −5.97×10⁻⁵ hartree. It decays as R²e^{−2R}, so it cannot supply an R⁻⁶ tail.

### What the two theorems separate

Both the exact correlation energy and a semilocal functional covered by Theorem 2 become additive as R → ∞. Size consistency for these fragments does not distinguish them; the rate of approach does. The exact interaction is a power because v joins density fluctuations at distant points. The semilocal interaction is exponential because each point must feel both densities.

The choice of density matters in this comparison. Theorem 2 uses n_A + n_B. If the true relaxed density were inserted into E_sl, its change of order R⁻⁶ could alter E_sl at the same order through ∫(δE_sl/δn)δn dr. Such a term would come from long-range correlation already present in the supplied density, not from a coupling produced by the semilocal functional.

The assumptions also mark where the results stop. Permanent multipoles bring electrostatic and induction terms, and anisotropic fragments require polarizability tensors. Degenerate fragments can mix at first order in the coupling. An energy density that violates the condition of Theorem 2 needs a separate estimate. The computed values behind the table and the main comparisons are in the numerical output.

Values computed for the example and the checks

```
HYDROGEN RESPONSE
static polarizability = 4.500000 bohr^3
alpha(iu) at u = 0.5 hartree = 1.905388 bohr^3
oscillator-strength sum = 1.000000 (no unit)
<z^2> from response = 1.000000 bohr^2
<z^2> from density = 1.000000 bohr^2
first dipole excitation = 0.375000 hartree
retardation length c/omega = 365.4 bohr
C6, frequency integral = 6.499027 hartree bohr^6
C6, double state sum = 6.499027 hartree bohr^6
C6 converted = 3.8833 eV angstrom^6
FULL COULOMB KERNEL, GAUSSIAN BASIS
-R^6 E at 20 bohr = 6.82211 hartree bohr^6
-R^6 E at 40 bohr = 6.58149 hartree bohr^6
C6 after removing R^-8 term = 6.50128 hartree bohr^6
OSCILLATOR MODEL, UNIT CHARGES AND MASSES
bare frequencies, A A B B = [0.5 0.8 0.6 0.9] hartree
internal couplings A, B = 0.1, 0.15 atomic units
separation = 15.0 bohr
coupling-integral interaction = -6.59466660e-07 hartree
zero-point interaction = -6.59466661e-07 hartree
C6 from dressed response = 7.51173 hartree bohr^6
C6 from bare response = 10.38404 hartree bohr^6
SEMILOCAL INTERACTIONS, SUMMED HYDROGEN DENSITIES
density decay constant = 2.0 bohr^-1
G, G2 for p=4/3 = 2.649958, 16.357658 (no unit)
p=7/6, R=40 bohr: direct/law = 1.0000000 (no unit)
p=4/3, R=40 bohr: direct/law = 1.0000000 (no unit)
p=5/3, R=40 bohr: direct/law = 1.0000002 (no unit)
R (bohr), -C6/R^6, LSDA exchange, PBE xc (all hartree)
   6  -1.39297e-04  -7.11195e-04  -3.74980e-04
   8  -2.47918e-05  -6.53640e-05  -5.78808e-05
  10  -6.49903e-06  -5.62344e-06  -7.59558e-06
  12  -2.17651e-06  -4.64683e-07  -7.55319e-07
  14  -8.63138e-07  -3.73713e-08  -6.50987e-08
density overlap at 6 bohr = 1.49127e-05 bohr^-3
density overlap at 8 bohr = 4.58211e-07 bohr^-3
density overlap at 10 bohr = 1.26570e-08 bohr^-3
density overlap at 12 bohr = 3.25951e-10 bohr^-3
density overlap at 14 bohr = 7.98751e-12 bohr^-3
LSDA exchange law at 14 bohr = -3.73707e-08 hartree
LSDA/overlap growth, 8 to 14 bohr = 32.798 (no unit)
fitted exchange decay, 40 to 60 bohr = 1.33386 bohr^-1
predicted exchange decay = 1.33333 bohr^-1
equal LSDA exchange and C6 term at R = 9.7703 bohr
electrostatic energy at 6 bohr = -5.96501e-05 hartree
```
